The energy slope of the logarithmic derivative for a Hermitian nonlocal potential

Result. In Hartree atomic units, let u(r) be r times the radial function of one partial wave l, obeying

−½ u''(r) + [l(l+1)/(2r²) + V(r)] u(r) + ∫₀^R W(r,r') u(r') dr' = E u(r).   (1)

Write h for the local operator −½ d²/dr² + l(l+1)/(2r²) + V and H = h + W. Assume that V is real and no more singular than 1/r at the origin; that the kernel W is bounded, independent of E, Hermitian, W(r,r') = W(r',r)*, and zero whenever r or r' exceeds a radius r_c ≤ R; and that the real energy E is not an eigenvalue of H with the wall condition u(R) = 0. Call a solution regular if u(0) = 0 and u' stays bounded at the origin. Then the regular solution is unique up to scale, L(E) = u'(R)/u(R) is real, and

dL/dE = −2 ∫₀^R |u|² dr / |u(R)|².   (2)

For a local potential the last assumption just says u(R) ≠ 0. For a nonlocal one it says more, and entry 6 shows (2) failing for a solution with u(R) ≠ 0. The logarithmic derivative of the radial function u/r is L − 1/R and has the same energy slope. With E in rydberg the factor 2 becomes 1. The program that checks these entries numerically, and its output, follow the text.

1. The local case

Set W = 0 and take real regular solutions u₁, u₂ at energies E₁, E₂. Multiply the equation for u₂ by u₁ and the equation for u₁ by u₂, and subtract. The centrifugal and potential terms are the same product in both and cancel:

−½ (u₁u₂'' − u₁''u₂) = (E₂ − E₁) u₁u₂.

The left side is a total derivative, because (u₁u₂' − u₁'u₂)' = u₁u₂'' − u₁''u₂, the terms u₁'u₂' cancelling. Integrate from 0 to R. At the origin each product holds one vanishing factor and one bounded factor, so only the upper limit is left:

−½ [u₁u₂' − u₁'u₂]_R = (E₂ − E₁) ∫₀^R u₁u₂ dr.

The bracket equals u₁(R)u₂(R)(L₂ − L₁). Dividing by E₂ − E₁ and letting E₂ → E₁ gives (2), provided u₂ tends to u₁. Entry 4 proves that, with W = 0 as a special case.

Check on the free particle, l = 0. Here u = sin kr, E = k²/2, L = k cot kR, and dE = k dk gives

dL/dE = (1/k)[cot kR − kR/sin²kR] = (cot kR)/k − R/sin²kR.

The norm is N = R/2 − sin(2kR)/(4k), so −2N/sin²kR = −R/sin²kR + sin kR cos kR/(k sin²kR), which is the same expression. As k → 0, L → 1/R − k²R/3 = 1/R − 2ER/3, of slope −2R/3, and (2) with u = r gives −2(R³/3)/R² = −2R/3.

Check on hydrogen 2s (nonrelativistic, fixed nucleus), V = −1/r, ε = −1/8 Ha = −3.4014 eV, u = r(r/2 − 1)e^(−r/2)/√2. Its logarithmic derivative is 1/r + (1/2)/(r/2 − 1) − 1/2, which is 0.25 bohr⁻¹ at R = 4 bohr. There u² = 0.146525 bohr⁻¹ and N = 0.175796, so

−2 × 0.175796 / 0.146525 = −2.39954 bohr⁻¹ Ha⁻¹.

Differentiating the confluent hypergeometric solution of the Coulomb problem with respect to E gives −2.399538 bohr⁻¹ Ha⁻¹, or −0.088181 bohr⁻¹ eV⁻¹; the program asserts agreement to a relative 10⁻⁹.

2. One Kleinman–Bylander projector

Take W(r,r') = D β(r) β(r') with β real and zero beyond r_c, and D real. With p = ∫₀^R βu dr, equation (1) reads (h − E)u + Dpβ = 0. It cannot be integrated outward, since p depends on u over the whole range of β. It can be solved with two local problems. Let u₀ and w be regular, with (h − E)u₀ = 0 and (h − E)w = −β. Any regular solution satisfies (h − E)(u − Dpw) = 0 and so has the form u = a u₀ + c w with c = Dp. Inserting u into p,

c = D(a⟨β|u₀⟩ + c⟨β|w⟩), that is c(1 − D⟨β|w⟩) = a D⟨β|u₀⟩,

which is solved by

a = 1 − D⟨β|w⟩,  c = D⟨β|u₀⟩.   (3)

This is one linear condition on two unknowns. It fixes u up to scale unless both expressions in (3) vanish, in which case every pair (a, c) is allowed. As D → 0, (3) returns u = u₀.

Repeat the subtraction of entry 1. The new terms are u₁ Dp₂β − u₂ Dp₁β, which do not cancel point by point. Integrated over [0,R] they give Dp₁p₂ − Dp₂p₁ = 0, because R ≥ r_c lets the integral of βu₁ cover all of β and so equal p₁. The two-energy relation of entry 1 is unchanged. The nonlocal term moves amplitude from one radius to another, and the cancellation is guaranteed only when the sum covers every radius it reaches.

3. A general Hermitian kernel

Solutions may now be complex, so the first solution enters conjugated. Conjugate (1) for u₁, with E₁ and V real, multiply by u₂, subtract from u₁* times the equation for u₂, and integrate as before:

−½ [u₁*u₂' − u₁*'u₂]_R + Δ₁₂ = (E₂ − E₁) ∫₀^R u₁*u₂ dr,   (4)

Δ₁₂ = ∫₀^R dr u₁*(r) (Wu₂)(r) − ∫₀^R dr (Wu₁)*(r) u₂(r).

Because W vanishes beyond r_c ≤ R, the inner integrals also run over [0,R], and both terms are double integrals over the same square. The second is

∫∫ W(r,r')* u₁*(r') u₂(r) dr' dr = ∫∫ W(r',r)* u₁*(r) u₂(r') dr dr',

where the names r and r' were exchanged and the order of integration is free because the integrand is bounded on a finite square. Therefore

Δ₁₂ = ∫∫ u₁*(r) [W(r,r') − W(r',r)*] u₂(r') dr dr' = 0   (5)

by Hermiticity. For several projectors, W = Σ β_i(r) D_ij β_j*(r'), this is Δ₁₂ = Σ p₁ᵢ*(D_ij − D_ji*)p₂ⱼ with pᵢ = ⟨βᵢ|u⟩, zero for a Hermitian matrix D.

Put u₁ = u₂ = u in (4). The right side vanishes and u*u' − u*'u = 2i Im(u*u'), so Im(u*u') = 0 at R: no probability current crosses the sphere. Since u*u' = |u|²L, the number L is real even where u has a phase that varies with r inside. With L₁ real, u₁*' = L₁u₁* at R, and (4) becomes the exact relation

L₂ − L₁ = −2(E₂ − E₁) ∫₀^R u₁*u₂ dr / (u₁*(R) u₂(R)).   (6)

For W = 0 and real solutions this is entry 1.

4. Existence, uniqueness and continuity in E

Let H_D be H acting on regular functions with u(R) = 0, and h_D the same for h. Two facts are needed: H_D has a discrete real spectrum E_n with a complete orthonormal set φ_n on [0,R], and its resolvent yields regular functions.

Choose a real λ at which the local regular solution u₀ has u₀(R) ≠ 0, and let v solve (h − λ)v = 0 with v(R) = 0. The inverse of h_D − λ has the kernel G = C u₀(r_<) v(r_>), with C fixed by the Wronskian. Near the origin u₀ ~ r^(l+1) and v ~ r^(−l), so |G| is bounded by a constant times r_<. A bounded real symmetric kernel on a finite square is a compact Hermitian operator, so h_D has a complete set of eigenfunctions with real eigenvalues that have no finite limit point. Applied to a square-integrable source S, G gives a function whose derivative is C[u₀'(r)∫_r^R vS + v'(r)∫₀^r u₀S]. By the Cauchy–Schwarz inequality the second term is at most of order r^(−l−1) r^(l+3/2), with a logarithm in place of the first factor for l = 0 and a Coulomb V, and the first is of order r^l r^(1/2−l) for l ≥ 1 and bounded for l = 0. The function is regular.

A bounded kernel is a bounded operator, of norm ‖W‖. For complex z with |Im z| > ‖W‖ one has ‖(h_D − z)⁻¹‖ ≤ 1/|Im z|, so the geometric series for [1 + W(h_D − z)⁻¹]⁻¹ converges and

(H_D − z)⁻¹ = (h_D − z)⁻¹ [1 + W(h_D − z)⁻¹]⁻¹.

This is a compact operator times a bounded one, hence compact, and its outputs are regular by the leftmost factor. H_D is self-adjoint, being h_D plus a bounded Hermitian operator. Both facts follow.

Now let f = u₀(r;λ)/u₀(R;λ), a fixed regular function with f(R) = 1. Then (H − E)f = (λ − E)f + Wf is square-integrable, and for E outside the spectrum of H_D

u_E = f − (H_D − E)⁻¹ (H − E) f   (7)

is regular, has u_E(R) = 1, and satisfies (H − E)u_E = 0. It is the only such function, since the difference of two would be regular, vanish at R and solve (1), and so be an eigenfunction of H_D at E or zero. For the same reason every nonzero regular solution has u(R) ≠ 0 and is a multiple of u_E.

The expansion coefficients of u_E come from (4) with u₁ = φ_n and u₂ = u_E. With φ_n(R) = 0, u_E(R) = 1 and Δ₁₂ = 0 the left side is +½ φ_n'(R)*, so

⟨φ_n|u_E⟩ = φ_n'(R)* / [2(E − E_n)].   (8)

Each coefficient at E₂ is the one at E₁ times (E₁ − E_n)/(E₂ − E_n) = 1 + (E₁ − E₂)/(E₂ − E_n), and this factor tends to 1 uniformly in n because E₁ lies a finite distance from all E_n. Hence u_{E₂} → u_{E₁} in the mean square. In (6), with both solutions equal to 1 at R, (L₂ − L₁)/(E₂ − E₁) = −2⟨u₁|u₂⟩ tends to −2⟨u₁|u₁⟩. The derivative exists and equals (2), whose right side does not depend on the scale of u. This completes the proof.

5. Monotonicity, poles and curvature

The right side of (2) is strictly negative, so L falls between its poles. Insert (8) into (6) with completeness, for a fixed reference energy E₁:

L(E) = L(E₁) − ½ (E − E₁) Σ_n |φ_n'(R)|² / [(E_n − E₁)(E_n − E)].   (9)

The sum is a scalar product of two square-integrable functions and converges absolutely. As E → E_n the factor E − E₁ cancels E_n − E₁, leaving

L ≈ |φ_n'(R)|² / [2(E − E_n)],   (10)

summed over the eigenfunctions if E_n is degenerate. Whenever this residue is nonzero, L runs to −∞ below E_n and returns from +∞ above it; entry 6 treats the case where it vanishes. For the free particle φ_n = √(2/R) sin k_n r with k_n = nπ/R, so the residue is k_n²/R; directly, k cot kR ≈ k_n/[R(k − k_n)] = k_n²/[R(E − E_n)], in agreement.

In (9), (E − E₁)/[(E_n − E₁)(E_n − E)] = 1/(E_n − E) − 1/(E_n − E₁). The differentiated series converge uniformly away from the poles, by comparison with the norm of u_E, so

dL/dE = −½ Σ |φ_n'(R)|²/(E_n − E)²,  d²L/dE² = −Σ |φ_n'(R)|²/(E_n − E)³.   (11)

The first sum is (2) again. The second weights the poles differently and is not fixed by the norm.

A form without poles is useful over a wide energy range. With lengths in bohr put L = cot θ. Then dL/dE = −(1 + L²) dθ/dE and |u|²(1 + L²) = |u|² + |u'|², so

dθ/dE = 2∫₀^R|u|² dr / (|u(R)|² + |u'(R)|²) > 0.   (12)

The program tests Im(u*u') = 0, relation (4) with Δ₁₂ = 0, and (12) at energies from −0.4 to 1.0 Ha, at R = 4 and 6 bohr, for three kernels: the real projector of entry 8, two projectors with a complex Hermitian D, and a complex non-separable kernel with l = 1. Its solver is Chebyshev collocation, whose differentiation matrix is not symmetric, so the differential part of these relations is not built in. The cancellation Δ₁₂ = 0 is built in: the kernel is discretized with the same quadrature weights as the norms, so it holds identically on the grid for any Hermitian kernel; the solver is itself tested against the Coulomb solution and against outward integration of u₀ and w combined by (3). The largest deviations are 2×10⁻¹² relative to |u|² + |u'|², 1×10⁻¹² relative to |E₂ − E₁| times √(N₁N₂), with N₁ and N₂ the integrals ∫₀^R|u|² dr of the two solutions, and 2×10⁻⁹ relative to the right side of (12).

6. The excluded energies: a state confined in the sphere

If some eigenfunction at E_n has φ_n'(R) ≠ 0, L has a pole. For a local potential this is the only possibility, since φ(R) = φ'(R) = 0 in a second-order differential equation forces φ ≡ 0. A nonlocal equation has no such uniqueness, and an eigenfunction φ_c at an energy E₀ may vanish at R together with its slope. Suppose that all eigenfunctions at E₀ are of this kind. They drop out of (9), so L is smooth through E₀, and by (8) u_E is orthogonal to them at every nearby E. In (7) the component along φ_c is then zero, the rest of the resolvent is continuous at E₀, and u_E tends to a solution u_⊥ orthogonal to φ_c. Taking the limit in (2) shows that the identity holds at E₀ for u_⊥. But u_⊥ + tφ_c is also a regular solution at E₀, with the same value and slope at R and the norm ⟨u_⊥|u_⊥⟩ + |t|²⟨φ_c|φ_c⟩. For t ≠ 0 it violates (2), although u(R) ≠ 0. The identity selects the solution of least norm.

One projector is enough to build this for l = 0, where the β defined next stays bounded at the origin. Take φ_c = r(1 − r²/r_c²)³ inside r_c and zero outside, β = (E₀ − h)φ_c and D = 1/⟨φ_c|β⟩. Then (h − E₀)φ_c + Dβ⟨β|φ_c⟩ = −β + β = 0. The local solution u₀ at E₀ also solves the nonlocal equation, because ⟨β|u₀⟩ = ⟨φ_c|(E₀ − h)u₀⟩ = 0, the boundary terms vanishing with φ_c and φ_c' at r_c. In (3), w may be taken as φ_c, so that a = 1 − D⟨β|φ_c⟩ = 0 and c = 0: this is the degenerate case noted in entry 2. The solution of least norm is u_⊥ = u₀ − φ_c⟨φ_c|u₀⟩/⟨φ_c|φ_c⟩.

With l = 0, R = r_c = 4 bohr, E₀ = −0.3 Ha and the local potential of entry 8, L interpolated from both sides of E₀ equals the local value 0.158846 bohr⁻¹. The finite-difference slope is −1.97848 bohr⁻¹ Ha⁻¹. Equation (2) gives −1.97848 with u_⊥ and −3.76036 with u₀. The program asserts the agreement and the disagreement.

7. Dropping one assumption at a time

Each case keeps Δ₁₂ in (4). N is the norm in [0,R], a dot is ∂/∂E, and the solution is taken on a branch that is differentiable in E. The numbers use l = 0 and the potentials of entry 8, and the program asserts each corrected formula.

Absorption. For u₁ = u₂ = u, Δ = ⟨u|W|u⟩ − ⟨u|W|u⟩* = 2i Im⟨u|W|u⟩, and (4) reads −i|u(R)|² Im L + 2i Im⟨u|W|u⟩ = 0, so

Im L = 2 Im⟨u|W|u⟩ / |u(R)|².

Multiplying the strength D by 1 − 0.2i gives Im L = −0.088818 bohr⁻¹ at ε and R = 4 bohr, both from the solution and from the formula. The negative sign is an inward current feeding the absorber.

Real non-symmetric D with real projectors. The solution is real and Δ₁₂ = p₁ᵀA p₂ with A = D − Dᵀ antisymmetric. Put p₂ = p + ṗ δE and p₁ = p. Since pᵀA p = 0, Δ₁₂ = pᵀA ṗ δE to first order, and −½u²δL + Δ₁₂ = N δE gives

dL/dE = −2[N − pᵀ(D − Dᵀ)ṗ] / u(R)².

For normalized projectors proportional to r s² and r³ s², s = 1 − r²/r_c², with D₁₁ = 0.5, D₁₂ = 0.3, D₂₁ = −0.1, D₂₂ = 0.4 Ha, at E = −0.3 Ha and R = 4 bohr, the slope is −1.07208 bohr⁻¹ Ha⁻¹, equal to the corrected value, while (2) gives −1.08160. The difference is 0.9 % of the latter. For symmetric D the correction vanishes.

Sphere inside the projector, R < r_c, one real projector. The integral over r stops at R while p still covers all of β. With p_in = ∫₀^R βu, Δ₁₂ = D(p₁,in p₂ − p₁ p₂,in), whose zeroth-order terms cancel:

dL/dE = −2[N − D(p_in ṗ − p ṗ_in)] / u(R)².

Rescaling u by n(E) adds nṅ(p_in p − p p_in) = 0 to the bracket beyond the overall n², so the formula does not depend on the normalization. The correction vanishes when β is zero beyond R, since then p_in = p at every energy and ṗ_in = ṗ as well; equality of p_in and p at a single energy leaves the term D p(ṗ − ṗ_in), which need not vanish. At R = 2.5 bohr and E = ε the slope is −2.67540 bohr⁻¹ Ha⁻¹ and (2) gives −1.62248, short by 39 % of the true slope. Here L is no longer a property of the sphere alone, since p samples u outside it.

A kernel linear in energy, W = (D₀ − EQ)|β̃⟩⟨β̃| with D₀ and Q real, as in ultrasoft pseudopotentials. With p = ⟨β̃|u⟩,

Δ₁₂ = p₁*p₂[(D₀ − E₂Q) − (D₀ − E₁Q)] = −(E₂ − E₁)Q p₁*p₂.

Moving this to the right side of (4) gives

dL/dE = −2[N + Q|p|²] / |u(R)|².   (13)

The norm is replaced by the norm in the metric 1 + Q|β̃⟩⟨β̃|, and Q = 0 returns (2).

8. Worked example: hydrogen 2s in Kleinman–Bylander form

Let φ be a pseudo function equal to the all-electron u beyond r_c and joined to it in value and slope, and let V in h be a local potential V_loc equal to the true potential beyond r_c. Define β = (ε − h)φ, B = ⟨φ|β⟩ and D = 1/B. Beyond r_c, φ solves the true equation, so β = 0 there and W is confined. Also (h − ε)φ + Dβ⟨β|φ⟩ = −β + β = 0, so φ is the regular solution at ε. For any R ≥ r_c at which ε is not an excluded energy, φ and u share u(R) and L. If they also share the norm inside r_c they share it inside R, and (2), applied once to the local all-electron problem and once to the nonlocal one, makes the two slopes equal. Since the equations outside r_c are identical, the exterior solutions, scaled to the same value at R, then agree to first order in E − ε. This is a statement about one particle in a fixed potential.

Take r_c = 4 bohr and, with s = 1 − r²/r_c²,

φ = r f(r),  f = f₀(1 + a s² + c s³).

At r_c, s = 0, so f₀ = u(r_c)/r_c = 0.382786/4 = 0.095696 bohr^(−3/2). Since φ'/φ = 1/r + f'/f and L = 0.25 bohr⁻¹ = 1/r_c, f' must vanish at r_c, which is why no term linear in s appears. Then φ'' = r f'' at r_c, with f'' = 2a f₀(ds/dr)² = 8a f₀/r_c². Equating φ'' = 8a f₀/r_c to u'' = 2(−1/r_c − ε) f₀ r_c makes β vanish continuously at r_c and gives

a = (−1/r_c − ε) r_c²/4 = (−0.125)(16)/4 = −0.5.

The cubic term leaves these three conditions untouched. Requiring the norm 0.175796 is a quadratic equation for c; its larger root is c = 0.407194, and the program asserts that φ then has no node. The local potential is V_loc = −(15 − 10x² + 3x⁴)/(8r_c) with x = r/r_c, which joins −1/r in value and two derivatives and has V_loc(0) = −15/32 = −0.46875 Ha. These choices give B = 0.033448 Ha, D = 29.8976 Ha⁻¹ and a Kleinman–Bylander energy ⟨β|β⟩/B = 0.24145 Ha. The projector is repulsive.

At R = 4 bohr the finite-difference slope of the nonlocal L is −2.399538 bohr⁻¹ Ha⁻¹, the all-electron value of entry 1. At R = 6 bohr, L = 1/6 + 1/4 − 1/2 = −0.083333 bohr⁻¹ and

−2 × 0.536473 / 0.178470 = −6.01191 bohr⁻¹ Ha⁻¹,

against −6.011911 from both the exact Coulomb solution and the nonlocal finite difference. The program asserts these equalities to a relative 10⁻⁶.

Setting c = 0 keeps L(ε) but lowers the norm to 0.156124, a deficit Q = 0.019672. The projector built from this function has B = 0.026691 Ha, and (2) predicts −2 × 0.156124/0.146525 = −2.13102 bohr⁻¹ Ha⁻¹; the computed slope is −2.131025. Its magnitude is too small by Q/N = 0.019672/0.175796, or 11.2 % of the all-electron slope. With β̃ = β/B, so that ⟨β̃|φ⟩ = 1, and D₀ = B + εQ, the kernel of (13) at E = ε is B|β̃⟩⟨β̃|, the same as before, so φ is still the solution. The bracket in (13) is 0.156124 + 0.019672 = 0.175796, and the computed slope returns to −2.399538.

Away from ε the values of L at R = 4 bohr, in bohr⁻¹, are:

E = −0.175 Ha: all-electron 0.36525, norm-conserving 0.35855, c = 0 0.34899
E = −0.075 Ha: all-electron 0.12371, norm-conserving 0.11322, c = 0 0.13344

Measured from the all-electron values, the norm-conserving potential is off by −0.00670 and −0.01049, and the c = 0 potential by −0.01626 and +0.00973. At −0.075 Ha the norm-violating potential is therefore slightly the closer of the two. This does not conflict with (2), which controls only the first order. The c = 0 error changes sign across ε, as the linear term (−2.131025 + 2.399538) × (±0.05) = ±0.0134 requires. The norm-conserving error keeps its sign, as a quadratic term does. The curvatures at ε are −4.3951 (all-electron) and −10.8477 bohr⁻¹ Ha⁻² (norm-conserving), and

½ × (−10.8477 + 4.3951) × 0.05² = −0.0081 bohr⁻¹,

which lies between the two observed errors, the remainder being of third and higher order in the energy offset.

Equation (11) accounts for the large curvature. Diagonalizing H_D at R = 4 bohr puts the lowest pole of the nonlocal problem at 0.11119 Ha with residue φ'(R)²/2 = 0.062078 Ha bohr⁻¹; the residue read from L itself is 0.062078, which is the program's test of (10). This pole lies 0.23619 Ha above ε and contributes

−2 × 0.062078 / 0.23619³ = −9.42 bohr⁻¹ Ha⁻²

to the total of −10.85. All other poles lie higher and add terms of the same sign. In the all-electron problem the two lowest poles are at −0.48327 and 0.42024 Ha. The upper one lies 0.54524 Ha above ε, more than twice as far as the nonlocal pole, and the lower one, which descends from the 1s state that the pseudopotential removes, lies below ε and enters (11) with the opposite sign. Distance alone does not fix the size of these terms. With the residue 0.062078 the upper pole would contribute only −2 × 0.062078 / 0.54524³ = −0.77 bohr⁻¹ Ha⁻², whereas the poles above ε must together supply more than the total of −4.40 in magnitude, so the rest must come from a larger residue at this pole or from the higher poles. The distance of the nearest pole alone does not explain the difference in curvature; the all-electron residues were not computed by the program. The splitting of the curvature among the poles is derived from (11) and was not tested separately. For this pseudopotential, with its single projector and r_c = 4 bohr, L and its slope are exact at ε, and L diverges at 0.111 Ha, where the all-electron function is finite.

Calculated quantities

```
rc = 4.0 bohr, eps = -0.125 Ha = -3.4014 eV
u(rc) = 0.382786 bohr^-1/2, f0 = 0.095696 bohr^-3/2, a = -0.5000, c = 0.407194
Vloc(0) = -0.46875 Ha
B = <phi|beta> = 0.033448 Ha, D = 1/B = 29.8976 1/Ha, E_KB = 0.24145 Ha
R = 4.0 bohr: u(R)^2 = 0.146525 1/bohr, N_AE = 0.175796, N_KB = 0.175796
  L(eps) = 0.250000 1/bohr
  dL/dE: AE exact -2.399538, KB fin.diff. -2.399538, -2N/u^2 -2.399538 1/(bohr Ha)
R = 6.0 bohr: u(R)^2 = 0.178470 1/bohr, N_AE = 0.536473, N_KB = 0.536473
  L(eps) = -0.083333 1/bohr
  dL/dE: AE exact -6.011911, KB fin.diff. -6.011911, -2N/u^2 -6.011911 1/(bohr Ha)
dL/dE at R = rc: -0.088181 1/(bohr eV)
d2L/dE2 at rc: AE -4.3951, KB -10.8477 1/(bohr Ha^2)
c = 0: N = 0.156124, Q = 0.019672, B = 0.026691 Ha
c = 0: dL/dE = -2.131025, with overlap term -2.399538 1/(bohr Ha)
L(rc, E = -0.175 Ha): AE 0.36525, KB 0.35855, c=0 0.34899 1/bohr
L(rc, E = -0.075 Ha): AE 0.12371, KB 0.11322, c=0 0.13344 1/bohr
KB lowest pole at rc: 0.11119 Ha; AE poles: -0.48327, 0.42024 Ha
residue: phi'(R)^2/2 = 0.062078, from L = 0.062078 Ha/bohr
confined state at E0 = -0.3 Ha: L = 0.158846 1/bohr
  dL/dE = -1.97848; orthogonal solution -1.97848; local solution -3.76036 1/(bohr Ha)
D = [[0.5,0.3],[-0.1,0.4]] Ha, E = -0.3 Ha:
  dL/dE = -1.07208; -2N/u^2 = -1.08160; corrected -1.07208 1/(bohr Ha)
D -> (1-0.2i)/B: Im L = -0.088818, predicted -0.088818 1/bohr
R = 2.5 bohr < rc: dL/dE = -2.67540; -2N/u^2 = -1.62248; corrected -2.67540 1/(bohr Ha)
scan -0.4 to 1.0 Ha, 3 Hermitian kernels, R = 4 and 6 bohr, largest relative errors:
  Im(u* u') 2e-12, dtheta/dE 2e-09, two-energy form 1e-12
  largest dtheta/dE in the scan = 17.07 1/Ha
  plain 4th-order stencil, worst point: 2.7e-06 (h = 1e-3 Ha), 1.7e-07 (h = 5e-4 Ha)
```
